# Parapositronium decay: summing the rate series and comparing with measurement

## Question and data

Parapositronium is the spin-singlet state of an electron and a positron. For its 1S state, write the decay rate as

\[
\Gamma=\Gamma_0\left[1-2.5326\,\frac{\alpha}{\pi}
+K\alpha^2L+5.1243\left(\frac{\alpha}{\pi}\right)^2\right],
\qquad L=\ln\frac1\alpha .
\]

Here \(m\) is the electron mass and \(\alpha\) the fine-structure constant. The coefficients \(-2.5326\), which is \(\pi^2/4-5\) rounded, and \(5.1243\), which refers to two-photon decay, are supplied and are not to be derived. The measured rate is supplied as \(7990.9(1.7)\ \mu\mathrm{s}^{-1}\), the bracket being one standard uncertainty.

The singlet Breit Hamiltonian, which gives the leading relativistic correction to the Coulomb problem, is also supplied:

\[
H_B=-\frac{p^4}{4m^3c^2}
-\frac{\alpha\hbar}{2m^2c\,r}
\left[p^2+\hat{\mathbf r}\cdot(\hat{\mathbf r}\cdot\mathbf p)\mathbf p\right]
+\frac{\pi\alpha\hbar^3}{m^2c}(1-2)\,\delta^3(\mathbf r).
\]

In the last bracket, \(1\) is the Darwin term and \(-2\) the spin-spin term. Virtual annihilation into one photon does not act in the singlet.

## Part (a): annihilation at rest

**Find \(\sigma v\) for a free singlet pair at rest annihilating into two photons, at lowest order.**

**Answer.** For the amplitude, measure momenta in units of \(mc\) and put \(e^2=4\pi\alpha\). Each photon has energy 1; their directions are \(\mathbf n\) and \(-\mathbf n\), and their real polarization vectors \(\boldsymbol\epsilon_1,\boldsymbol\epsilon_2\) are perpendicular to \(\mathbf n\). The exchanged electron has four-momentum \((0,\mp\mathbf n)\), so its propagator denominator is \(-1-1=-2\). Up to a phase, the two diagrams give \(M=e^2\bar v V u\), with

\[
V=-\tfrac12\left[
(\boldsymbol\epsilon_2\!\cdot\!\boldsymbol\gamma)(1+\mathbf n\!\cdot\!\boldsymbol\gamma)(\boldsymbol\epsilon_1\!\cdot\!\boldsymbol\gamma)
+(\boldsymbol\epsilon_1\!\cdot\!\boldsymbol\gamma)(1-\mathbf n\!\cdot\!\boldsymbol\gamma)(\boldsymbol\epsilon_2\!\cdot\!\boldsymbol\gamma)\right].
\]

In the Dirac representation the spinors at rest are \(u=\sqrt2(\chi,0)\) and \(v=\sqrt2(0,\eta)\). The terms containing the 1 add up to a multiple of the unit matrix, because \(\gamma^i\gamma^j+\gamma^j\gamma^i=-2\delta_{ij}\). They vanish since \(\bar v u=0\).

In the other terms, \(\mathbf n\cdot\boldsymbol\gamma\) anticommutes with each \(\boldsymbol\epsilon\cdot\boldsymbol\gamma\) and can be moved to the left with a minus sign. Since \(\gamma^i\gamma^j=-\sigma_i\sigma_j\) in each diagonal block,

\[
(\boldsymbol\epsilon_2\!\cdot\!\boldsymbol\gamma)(\boldsymbol\epsilon_1\!\cdot\!\boldsymbol\gamma)
-(\boldsymbol\epsilon_1\!\cdot\!\boldsymbol\gamma)(\boldsymbol\epsilon_2\!\cdot\!\boldsymbol\gamma)
=2i\,\boldsymbol\sigma\cdot(\boldsymbol\epsilon_1\times\boldsymbol\epsilon_2)
=2is\,\boldsymbol\sigma\cdot\mathbf n,
\]

where \(s=\mathbf n\cdot(\boldsymbol\epsilon_1\times\boldsymbol\epsilon_2)\). With \((\boldsymbol\sigma\cdot\mathbf n)^2=1\), the part of \(V\) that survives is

\[
V\to is\begin{pmatrix}0&1\\-1&0\end{pmatrix},
\qquad M=2ie^2s\,\eta^\dagger\chi .
\]

A positron with spin state \(\chi'\) has \(\eta=-i\sigma_2\chi'^*\). Thus \(\eta^\dagger\chi\) is \(-1\) for electron up and positron down, \(+1\) for the reverse, and zero for equal spins. The three triplet amplitudes vanish, while the normalized singlet has \(|\eta^\dagger\chi|^2=2\). Two of the four polarization pairs have \(s^2=1\) and two have \(s=0\), so

\[
\sum_{\rm pol}|M|^2=4e^4\times2\times2=16e^4 .
\]

The flux factor is \(1/(2\times2)\), identical photons give \(1/2\), and the two-photon phase space is

\[
\frac1{4\pi^2}\int\frac{d^3k}{4k^2}\,\delta(2-2k)=\frac1{8\pi}.
\]

The product is \(16e^4/(64\pi)=4\pi\alpha^2\). The unit of \(\sigma v\) is \((\hbar/mc)^2c\), hence

\[
\boxed{\sigma v=4\pi r_e^2c,\qquad r_e=\frac{\alpha\hbar}{mc}.}
\]

An evaluation with explicit spinors tests both the factor \(4\pi\) and the vanishing of the triplet.

## Part (b): the bound-state rate

**Find \(\Gamma_0\).**

**Answer.** The reduced mass is \(m/2\), so the relative motion obeys

\[
\left(-\frac{\hbar^2}{m}\nabla^2-\frac{\alpha\hbar c}{r}\right)\psi=E\psi .
\]

For \(\psi\propto e^{-r/a}\), \(\nabla^2\psi=(1/a^2-2/ar)\psi\). The \(1/r\) terms cancel if \(2\hbar^2/(ma)=\alpha\hbar c\), which gives \(a=2\hbar/(\alpha mc)\). Since \(\int e^{-2r/a}d^3r=\pi a^3\),

\[
|\psi(0)|^2=\frac1{\pi a^3}=\frac{\alpha^3m^3c^3}{8\pi\hbar^3}.
\]

Annihilation takes place over distances of order \(\hbar/(mc)\), smaller than \(a\) by a factor of order \(\alpha\). To leading order the density at contact therefore replaces the density of a free pair:

\[
\Gamma_0=4\pi\frac{\alpha^2\hbar^2}{m^2c^2}\,c\,
\frac{\alpha^3m^3c^3}{8\pi\hbar^3},
\qquad
\boxed{\Gamma_0=\frac{\alpha^5mc^2}{2\hbar}.}
\]

Two powers of \(\alpha\) come from annihilation and three from the density.

## Part (c): the relativistic wave function

**Write the corrected state as \(e^{-\rho}[1+\alpha^2f(\rho)]\), with \(\rho=r/a\). Find the energy shift and \(f\), up to an additive constant.**

**Answer.** One unit of momentum is \(\hbar/a=\alpha mc/2\). In units of \(\alpha^4mc^2\), and acting on an S state,

\[
h_B=-\frac{\nabla^4}{64}
+\frac1{16\rho}\left(\nabla^2+\frac{d^2}{d\rho^2}\right)
-\frac{\pi}{8}\delta^3(\boldsymbol\rho).
\]

The orbital term has changed sign because \(p^2\to-\hbar^2\nabla^2\). For the exponential,

\[
\nabla^2e^{-\rho}=\left(1-\frac2\rho\right)e^{-\rho},\qquad
\nabla^2\frac{e^{-\rho}}\rho=\frac{e^{-\rho}}\rho-4\pi\delta^3(\boldsymbol\rho),
\]

and therefore

\[
\nabla^4e^{-\rho}=\left(1-\frac4\rho\right)e^{-\rho}+8\pi\delta^3(\boldsymbol\rho).
\]

The kinetic term thus holds a contact piece \(-\pi\delta^3/8\), which cancels the Darwin term. Adding the orbital part, \((2-2/\rho)/(16\rho)\), gives

\[
h_Be^{-\rho}=
\left[-\frac1{64}+\frac3{16\rho}-\frac1{8\rho^2}\right]e^{-\rho}
-\frac\pi4\delta^3(\boldsymbol\rho).
\]

With the normalized density \(e^{-2\rho}/\pi\), \(\langle1/\rho\rangle=1\), \(\langle1/\rho^2\rangle=2\) and \(\langle\delta^3\rangle=1/\pi\). The shift is

\[
\frac{\delta E}{\alpha^4mc^2}
=-\frac1{64}+\frac3{16}-\frac14-\frac14=-\frac{21}{64}.
\]

A separate quadrature of the kinetic and orbital terms, with the contact terms added, reproduces this value.

First-order perturbation theory requires

\[
\tfrac14\left(-\nabla^2-\frac2\rho+1\right)(e^{-\rho}f)
=\left(\frac{\delta E}{\alpha^4mc^2}-h_B\right)e^{-\rho}.
\]

The terms proportional to \(f\) itself cancel, because \(e^{-\rho}\) solves the Coulomb problem. The left side becomes \(-\tfrac14e^{-\rho}[f''+2(1/\rho-1)f']\). Multiplication by \(-4e^{\rho}\) gives, for \(\rho>0\),

\[
f''+2\left(\frac1\rho-1\right)f'
=\frac54+\frac3{4\rho}-\frac1{2\rho^2}.
\]

Try \(f'=A+B/\rho+C/\rho^2\). The \(1/\rho^3\) terms cancel, and the remaining powers require

\[
-2A=\frac54,\qquad 2A-2B=\frac34,\qquad B-2C=-\frac12 .
\]

Thus \(A=-5/8\), \(B=-1\), \(C=-1/4\). The homogeneous solution \(f'\propto e^{2\rho}/\rho^2\) would make the wave function grow at large distance and is excluded. Integration gives

\[
\boxed{f=\frac1{4\rho}-\ln\rho-\frac{5\rho}{8}+\text{constant}.}
\]

The contact term supplies a check at the origin: \(-\tfrac14\nabla^2(1/4\rho)=\tfrac\pi4\delta^3\), which balances the contact term in \(-h_Be^{-\rho}\). The wave equation for \(\rho>0\) and the decaying solution for \(f'\) are also tested, by symbolic differentiation and by inward integration.

## Part (d): the logarithm in the rate

**Find \(K\), and explain why the term \(1/(4\rho)\) is not added to the supplied series.**

**Answer.** The Breit description holds for \(r\gg\hbar/(mc)\). Join it to the short-distance annihilation process at \(r_0=\kappa\hbar/(mc)\), where \(\kappa\) is a fixed number of order one. There \(\rho_0=\kappa\alpha/2\), and

\[
-\alpha^2\ln\rho_0=\alpha^2L+\alpha^2\ln\frac2\kappa .
\]

The additive constant in \(f\) is fixed by normalization. It brings no further logarithm, because the integral of \(e^{-2\rho}f\) over volume converges at the origin and so does not depend on \(\rho_0\) to leading order. The amplitude therefore contains \(\alpha^2L\). The rate is proportional to its square, so the logarithmic correction doubles:

\[
\boxed{K=2.}
\]

A different choice of \(\kappa\) changes the \(\alpha^2\) term without a logarithm, but leaves \(K\) alone. The full short-distance calculation must cancel this dependence on \(\kappa\).

At the same radius, \(\alpha^2/(4\rho_0)=\alpha/(2\kappa)\). This is of order \(\alpha\) and depends on the joining radius, so it has no separate meaning as a correction. It is part of the short-distance physics already contained in the coefficient \(-2.5326\); adding it would count that physics twice.

The relation \(B=-\tfrac12+2C\) shows where the logarithm comes from. The first half of \(B=-1\) comes from the orbital magnetic term. The second half comes from the contact interaction, whose \(1/\rho\) response is acted on by the Coulomb field. Since the Darwin and kinetic contact pieces cancel, this second half is due to the attractive spin-spin term. Both halves raise the probability of finding the particles close together, which is why the logarithmic correction to the rate is positive.

This argument fixes the leading logarithm at relative order \(\alpha^2\). It does not determine the constant \(5.1243\), nor the logarithms at relative order \(\alpha^3\), where radiative effects enter as well.

## Part (e): the sum

**Evaluate the series, and judge the statement that these terms sum to \(7989.6\ \mu\mathrm{s}^{-1}\).**

**Answer.** With \(1/\alpha=137.035999\) and \(L=4.920244\), parts (a) and (b) give

\[
\Gamma_0=(2.9915354\times10^{-20}\ \mathrm{m^3\,s^{-1}})
(2.6850770\times10^{29}\ \mathrm{m^{-3}})
=8032.503\ \mu\mathrm{s}^{-1}.
\]

The three corrections are

\[
\begin{aligned}
-2.5326\,\frac{\alpha}{\pi}\Gamma_0&=-47.253\ \mu\mathrm{s}^{-1},\\
2\alpha^2L\,\Gamma_0&=+4.209\ \mu\mathrm{s}^{-1},\\
5.1243\left(\frac{\alpha}{\pi}\right)^2\Gamma_0&=+0.222\ \mu\mathrm{s}^{-1}.
\end{aligned}
\]

The successive sums are \(7985.250\), \(7989.459\) and

\[
\boxed{\Gamma=7989.68\ \mu\mathrm{s}^{-1},\qquad 1/\Gamma=125.16\ \mathrm{ps}.}
\]

To one decimal the rate is \(7989.7\ \mu\mathrm{s}^{-1}\). The statement is therefore wrong in its last digit for the series as given.

The two terms of relative order \(\alpha^2\) differ in size by a factor of about 19. The logarithm \(L\) contributes a factor of 4.9. The remaining 3.9 is the ratio of the coefficients of \(\alpha^2\), which are \(K=2\) and \(5.1243/\pi^2=0.519\).

## Part (f): terms beyond the series

**The next logarithmic term is supplied as \(-(3/2\pi)\alpha^3L^2\,\Gamma_0\). Does it account for the figure 7989.6, and does it settle the first decimal?**

**Answer.** The term equals \(-0.0361\ \mu\mathrm{s}^{-1}\), so

\[
7989.6808-0.0361=7989.6447\ \mu\mathrm{s}^{-1}.
\]

This rounds to \(7989.6\). The quoted figure is thus obtained once a fourth correction is included.

The supplied terms alone do not settle the first decimal. The extended sum lies \(0.0053\ \mu\mathrm{s}^{-1}\) below the rounding boundary at \(7989.65\). A term in \(\alpha^3L\) has the natural scale \(\alpha^3L\,\Gamma_0=0.015\ \mu\mathrm{s}^{-1}\). Decay into four photons, which is absent from the two-photon coefficient, has the scale \((\alpha/\pi)^2\Gamma_0=0.043\ \mu\mathrm{s}^{-1}\). Each scale must be multiplied by a coefficient not supplied here, so neither is a correction or an error bound. They do show that omitted terms could move the last digit. Both coefficients are known from the literature: about \(-7.92/\pi\) for the first scale and \(+0.274\) for the second. The terms are then \(-0.039\) and \(+0.012\ \mu\mathrm{s}^{-1}\), and the sum becomes \(7989.62\ \mu\mathrm{s}^{-1}\), which still rounds to \(7989.6\).

## Part (g): comparison with the measurement

**Does the series agree with the measured rate, and which corrections can the measurement resolve?**

**Answer.** The difference between measurement and series is

\[
7990.9-7989.68=1.22\ \mu\mathrm{s}^{-1},
\qquad \frac{1.22}{1.7}=0.72 .
\]

The two agree within one standard uncertainty. The \(\alpha^3L^2\) term is far too small to alter this conclusion.

In units of the experimental uncertainty, the first correction has magnitude \(27.8\), the logarithmic correction \(2.5\), and the last correction \(0.13\). The measurement thus resolves the first correction clearly. If the logarithmic term is left out and the others are kept, the sum is \(7985.47\ \mu\mathrm{s}^{-1}\), and the discrepancy grows to \(3.2\) standard uncertainties. The data therefore favour the presence of the logarithm, given the other coefficients.

The measurement cannot confirm the value \(5.1243\): removing that entire term would change the prediction by about one eighth of the experimental uncertainty. For the same reason, agreement with experiment cannot decide between \(7989.6\) and \(7989.7\). That digit is a question about which terms the theoretical sum contains. The values used in parts (e) to (g) are listed in the numerical output.

## Computed values

```
alpha: 7.2973525643e-03 1
1/alpha: 137.035999 1
ln(1/alpha): 4.920244 1
electron mass: 9.10938371e-31 kg
speed of light: 299792458 m/s
hbar: 1.054571818e-34 J s
positronium Bohr length a: 1.05835442e-10 m
contact density: 2.6850770e+29 m^-3
classical electron radius: 2.81794032e-15 m
singlet sigma*v: 2.9915354e-20 m^3/s
sigma*v/(r_e^2 c), from spinors: 12.566371 1
contact density ratio, grid/formula: 0.999938 1
Breit kinetic shift: -0.078125 alpha^4 m c^2
Breit orbital shift: -0.125000 alpha^4 m c^2
Breit Darwin shift: 0.125000 alpha^4 m c^2
Breit spin-spin shift: -0.250000 alpha^4 m c^2
Breit total shift: -0.328125 alpha^4 m c^2
derived alpha^2 L coefficient: 2.0000 1
supplied alpha/pi coefficient: -2.5326 1
pi^2/4 - 5: -2.5325989 1
supplied (alpha/pi)^2 coefficient: 5.1243 1
Gamma0: 8032.5029 us^-1
alpha/pi contribution: -47.2534 us^-1
alpha^2 L contribution: 4.2092 us^-1
(alpha/pi)^2 contribution: 0.2221 us^-1
sum through alpha/pi: 7985.2495 us^-1
sum through alpha^2 L: 7989.4587 us^-1
sum of the requested series: 7989.6808 us^-1
requested sum, one decimal: 7989.7 us^-1
lifetime from requested sum: 125.1614 ps
measured rate, supplied: 7990.9 us^-1
measurement uncertainty, supplied: 1.7 us^-1
measured minus requested sum: 1.2192 us^-1
difference/uncertainty: 0.7172 1
sum without alpha^2 L: 7985.4716 us^-1
difference/uncertainty without alpha^2 L: 3.1932 1
|alpha/pi contribution|/uncertainty: 27.7961 1
alpha^2 L contribution/uncertainty: 2.4760 1
(alpha/pi)^2 contribution/uncertainty: 0.1306 1
alpha^3 L^2 contribution, supplied coefficient: -0.0361 us^-1
sum including alpha^3 L^2: 7989.6447 us^-1
extended sum, one decimal: 7989.6 us^-1
scale Gamma0*alpha^3*L: 0.0154 us^-1
scale Gamma0*(alpha/pi)^2: 0.0433 us^-1
```
